# How Reducing a Diazabutadiene Shortens Its C–C Bond and Lengthens C–N, part 1

(Sections cited here and not found follow in the second part.)

## The orbital that receives the electrons

A diazabutadiene binds a metal through the two nitrogen atoms of an N=C–C=N chain, closing a five-membered chelate ring. Volatile complexes of this kind serve as precursors for metal films, and their formulas leave a question open. A metal atom with two such ligands may hold both as neutral molecules, or it may have handed one or two electrons to each of them. The charge is not visible in the composition, but it leaves a mark on the geometry: a reduced ligand has a shorter central carbon–carbon bond and longer carbon–nitrogen bonds. The task is to find out why added electrons act in opposite ways on neighbouring bonds, and under what conditions they must do so.

Number the chain N1, C2, C3, N4 and take it to be planar and symmetric under exchange of its two ends. Each atom contributes one $p$ orbital $\phi_i$ perpendicular to the plane and, in the neutral ligand, one electron. The nitrogen lone pairs lie in the plane and are not counted. In Hückel theory the electrons move independently in these four orbitals. We neglect the overlap between different orbitals, and keep hopping between bonded neighbours alone. With energies measured from the carbon site, the Hamiltonian matrix is

$$
H=\begin{pmatrix}-d&-t&0&0\\-t&0&-s&0\\0&-s&0&-t\\0&0&-t&-d\end{pmatrix},\qquad s>0,\quad t>0 .
$$

Here $t$ is the hopping energy on each CN bond, $s$ that on the CC bond, and $d$ the depth of the nitrogen site below the carbon site. Nitrogen is the more electronegative atom, so $d>0$ is the usual case, but the results of this first half hold for every real $d$. The constants $\hbar$, $m$ and $e$ are absorbed in these three energies and do not appear separately.

The end-for-end symmetry splits the problem in two. Define

$$
n_\pm=\frac{\phi_1\pm\phi_4}{\sqrt2},\qquad c_\pm=\frac{\phi_2\pm\phi_3}{\sqrt2}.
$$

Functions with different signs do not mix. The nitrogen combinations have energy $-d$, because N1 and N4 are not coupled. For the carbon combinations,

$$
\langle c_\pm|H|c_\pm\rangle=\tfrac12\left(H_{22}+H_{33}\pm2H_{23}\right)=\mp s ,
$$

and the coupling is

$$
\langle n_\pm|H|c_\pm\rangle=\tfrac12\left(H_{12}+H_{43}\right)=-t ,
$$

since $H_{13}=H_{42}=0$ and the two minus signs of the antisymmetric case multiply to plus. The symmetric and antisymmetric blocks, in the order $(n,c)$, are therefore

$$
H_S=\begin{pmatrix}-d&-t\\-t&-s\end{pmatrix},\qquad
H_A=\begin{pmatrix}-d&-t\\-t&+s\end{pmatrix}.
$$

It helps to remove the mean energy from each block. With

$$
A=\frac{d+s}{2},\qquad B=\frac{d-s}{2},\qquad A-B=s,
$$

the mean of the diagonal of $H_S$ is $-A$, and what remains on the diagonal is $-d+A=-B$ and $-s+A=B$. For $H_A$ the mean is $-B$, and the remainders are $-d+B=-A$ and $s+B=A$. Thus

$$
H_S=-A\,\mathbb 1+M(B),\qquad H_A=-B\,\mathbb 1+M(A),\qquad
M(X)=\begin{pmatrix}-X&-t\\-t&X\end{pmatrix}.
$$

Squaring gives $M(X)^2=(X^2+t^2)\mathbb 1$, because the off-diagonal terms $Xt-tX$ cancel. The eigenvalues of $M(X)$ are then $\pm\sqrt{X^2+t^2}$, one of each sign because the trace is zero. Writing

$$
R_A=\sqrt{A^2+t^2},\qquad R_S=\sqrt{B^2+t^2},
$$

we have the four levels

$$
\varepsilon_{S\mp}=-A\mp R_S,\qquad \varepsilon_{A\mp}=-B\mp R_A .
$$

The neutral ligand fills two of these levels with its four electrons, and which orbital is filled next depends on the order. The order is the same for all parameters. Regard $R_A$ and $R_S$ as the lengths of the plane vectors $(A,t)$ and $(B,t)$, whose difference is $(s,0)$. Since $t>0$, neither vector is parallel to $(s,0)$, and the triangle inequalities are strict:

$$
R_A<R_S+s,\qquad R_S<R_A+s .
$$

The first gives $-A-R_S<-B-R_A$, which is $\varepsilon_{S-}<\varepsilon_{A-}$. The second gives $-A+R_S<-B+R_A$, which is $\varepsilon_{S+}<\varepsilon_{A+}$. For the middle pair, $R_A>|A|$ and $R_S>|B|$, so that $R_A+R_S>|A|+|B|\ge A-B=s$. This is $-B-R_A<-A+R_S$, or $\varepsilon_{A-}<\varepsilon_{S+}$. Altogether

$$
\varepsilon_{S-}<\varepsilon_{A-}<\varepsilon_{S+}<\varepsilon_{A+}.
$$

The lowest unoccupied orbital of the neutral ligand is $S+$. It is not degenerate, and it can take up to two electrons. If $s$ goes to zero the ligand falls apart into two independent CN units, $S+$ and $A+$ merge, and the choice of orbital is lost. The argument therefore needs a finite central coupling, however weak.

The coefficients follow from projectors, without solving for eigenvectors. The matrix

$$
\Pi_\pm=\frac12\left(\mathbb 1\pm\frac{M(X)}{R}\right),\qquad R=\sqrt{X^2+t^2},
$$

gives 1 on the eigenvector with eigenvalue $\pm R$ and 0 on the other one. It is thus the projector onto that eigenvector, and its elements are products of the normalized coefficients $(n,c)$:

$$
c^2=\frac12\left(1\pm\frac XR\right),\qquad nc=\mp\frac{t}{2R}.
$$

Back on the atoms, a coefficient in the block is shared between two sites with a factor $1/\sqrt2$ each. The product of the coefficients on C2 and C3 is therefore $+c^2/2$ in a symmetric orbital and $-c^2/2$ in an antisymmetric one. The product on either CN bond is $nc/2$ in both cases, since in an antisymmetric orbital the two atoms at the far end change sign together.

For $S+$ we set $X=B$, $R=R_S$ and take the upper sign. Its carbon coefficients are equal, and its nitrogen coefficients have the opposite sign because $nc<0$. With a free choice of overall sign the orbital is

$$
\psi_{S+}=(x,-y,-y,x),\qquad
y^2=\frac14\left(1+\frac{B}{R_S}\right),\qquad xy=\frac{t}{4R_S},
$$

where $x,y>0$ and $x^2+y^2=\tfrac12$. Both quantities are strictly positive because $|B|<R_S$. The orbital keeps its sign from one carbon to the other and changes it on each CN bond. One can picture it as the antibonding orbitals of two C=N units, joined with their carbon ends in phase. The joining lowers the energy by building up amplitude between the carbons, while each unit keeps its own node. This pattern is the origin of the opposite responses.

To measure it we use the bond order

$$
p_{ij}=\sum_k \nu_k\,c_{ki}c_{kj},
$$

where $\nu_k$ is the occupation of orbital $k$ and $c_{ki}$ its coefficient on atom $i$. At fixed geometry the orbitals do not change when electrons are added, because Hückel electrons do not repel one another. Putting $n$ electrons into $S+$, with $0\le n\le2$, gives

$$
\Delta p_{CC}=+n\,y^2>0,\qquad \Delta p_{CN}=-n\,xy<0 .
$$

This settles the signs at fixed geometry for any $d$ and any positive $s$ and $t$. The sizes are linked. Since $y^2-\tfrac14=B/(4R_S)$ and $xy=t/(4R_S)$,

$$
\left(y^2-\tfrac14\right)^2+(xy)^2=\tfrac1{16}.
$$

One electron thus lowers each CN bond order by at most $\tfrac14$, a value reached when $d=s$, and at that point it also raises the CC bond order by $\tfrac14$. A deeper nitrogen site, at fixed $s$ and $t$, increases $B$, moves the orbital towards carbon and raises $y^2$ towards $\tfrac12$. If instead $s$ is made much larger than both $d$ and $t$, then $B\approx-s/2$ and $y^2\approx t^2/(2s^2)$: the added electron sits almost wholly on nitrogen and has little effect on the bonds.

The total bond orders need the two filled orbitals as well. For $S-$ the lower sign with $X=B$ gives a CC product of $\tfrac14(1-B/R_S)$ and a CN product of $+t/(4R_S)$. For $A-$ the lower sign with $X=A$ gives $-\tfrac14(1-A/R_A)$ and $+t/(4R_A)$. Two electrons in each yield the neutral values, and the added electrons contribute as above:

$$
p_{CC}=\frac12\left(\frac A{R_A}-\frac B{R_S}\right)+n\,y^2,
$$

$$
p_{CN}=\frac t2\left(\frac1{R_S}+\frac1{R_A}\right)-n\,xy .
$$

For $n=2$, insert $2y^2=\tfrac12(1+B/R_S)$ and $2xy=t/(2R_S)$. The terms with $R_S$ cancel:

$$
p_{CC}=\frac12\left(1+\frac A{R_A}\right),\qquad p_{CN}=\frac{t}{2R_A}\qquad(n=2).
$$

The cancellation has a plain reason. With $S-$ and $S+$ both full, the symmetric pair of orbitals is completely occupied, and the internal mixing of that pair no longer matters. For very deep nitrogen sites the last result tends to $p_{CC}=1$ and $p_{CN}=0$: a carbon–carbon double bond flanked by two nitrogen $\pi$ lone pairs, which is the structure of the doubly reduced ligand written as an enediamide. At finite $d$ the lone pairs are partly delocalized and the picture is softened.

These formulas were tested against numerical diagonalization of the four-site matrix for 60 random parameter sets, with $d$ between $-2$ and 6, $s$ and $t$ between 0.3 and 4 in a common energy unit, and $n$ between 0 and 2. Levels, orbital products and bond orders agreed in every case.

For a numerical example take $d=1.25$ eV, $s=2.283$ eV and $t=2.736$ eV. The two hoppings belong to the equilibrium geometry of the neutral ligand in the example of the second half. Then $A=1.7665$ eV, $B=-0.5165$ eV, $R_A=3.256$ eV and $R_S=2.784$ eV. The levels are

$$
-4.55,\quad-2.74,\quad+1.02,\quad+3.77\ \text{eV},
$$

in the order $S-$, $A-$, $S+$, $A+$. The receiving orbital has

$$
y^2=\frac14\left(1-\frac{0.5165}{2.784}\right)=0.204,\qquad
xy=\frac{2.736}{4\times2.784}=0.246 .
$$

Its weight on each nitrogen is $x^2=0.5-0.204=0.296$, so the added charge lies more on nitrogen than on carbon. The neutral CC bond order is

$$
p_{CC}=\frac12\left(\frac{1.7665}{3.256}+\frac{0.5165}{2.784}\right)=0.364,
$$

and the neutral CN bond order is 0.911. At this fixed geometry one electron changes the pair $(p_{CC},p_{CN})$ from $(0.364,0.911)$ to $(0.568,0.666)$, and two electrons change it to $(0.771,0.420)$. The order of the two bond orders is reversed by the second electron.

A bond order is not yet a length. The connection is a force. Let $\psi$ be a normalized real eigenvector with energy $\varepsilon=\psi^{T}H\psi$, and let $\lambda$ be any parameter of $H$. Then

$$
\frac{\partial\varepsilon}{\partial\lambda}
=\psi^{T}\frac{\partial H}{\partial\lambda}\psi
+2\varepsilon\,\psi^{T}\frac{\partial\psi}{\partial\lambda}
=\psi^{T}\frac{\partial H}{\partial\lambda}\psi ,
$$

because $\psi^{T}\psi=1$ makes the second term vanish. This is the Hellmann–Feynman theorem. The hopping $s$ enters $H$ in two places, as $-s$, and $t$ enters in four. Summing over occupied orbitals gives, for the total $\pi$ energy $E_\pi$,

$$
\frac{\partial E_\pi}{\partial s}=-2p_{CC},\qquad
\frac{\partial E_\pi}{\partial t}=-4p_{CN},
$$

where the 4 counts both CN bonds. Hopping weakens as a bond is stretched. A positive bond order therefore means that the $\pi$ electrons pull the two atoms together, and the pull is proportional to the bond order. Added electrons strengthen the pull on the CC bond and weaken it on the CN bonds. In the neutral geometry, which was in balance before the reduction, the net new forces shorten the first and lengthen the others. What remains is to follow the atoms as they move, since every change of length alters the hoppings and thereby all the bond orders.

## From forces to bond lengths

The symbols carried over are these. The nitrogen sites lie $d$ below the carbon sites, and the hoppings are $t$ on each CN bond and $s$ on the CC bond. The combinations are $A=(d+s)/2$, $B=(d-s)/2$, $R_A=\sqrt{A^2+t^2}$ and $R_S=\sqrt{B^2+t^2}$. The $n$ added electrons enter the orbital $(x,-y,-y,x)$, with $y^2=(1+B/R_S)/4$ and $xy=t/(4R_S)$. The $\pi$ energy obeys $\partial E_\pi/\partial s=-2p_{CC}$ and $\partial E_\pi/\partial t=-4p_{CN}$, and the bond orders can be collected as

$$
p_{CC}=\frac{A}{2R_A}-\frac12\left(1-\frac n2\right)\frac{B}{R_S}+\frac n4,
$$

$$
p_{CN}=\frac t2\left[\frac1{R_A}+\left(1-\frac n2\right)\frac1{R_S}\right].
$$

Let $u$ be the length of the CC bond and $v$ that of each CN bond. The hopping $s(u)$ depends on $u$ and $t(v)$ on $v$, both decreasing, while $d$ is taken as constant. The $\pi$ electrons alone would contract every bond. The $\sigma$ bonds and the repulsion of the atomic cores resist, and we describe them by a sum of separate bond energies. The total is

$$
E_n(u,v)=W_C(u)+2W_N(v)+E_\pi=E_0(u,v)+n\,\varepsilon(u,v),
$$

where $\varepsilon=\varepsilon_{S+}$. The actual charges are $n=0,1,2$. It is useful to let $n$ vary continuously between them, as a mathematical path that joins one equilibrium to the next.

At equilibrium the gradient of $E_n$ with respect to $q=(u,v)$ vanishes. Differentiating this condition along the path gives

$$
\mathsf H\,\frac{dq}{dn}+\nabla\varepsilon=0,\qquad
\mathsf H=\begin{pmatrix}E_{uu}&E_{uv}\\E_{uv}&E_{vv}\end{pmatrix},
$$

with subscripts for second derivatives of $E_n$. The components of $\nabla\varepsilon$ follow from the Hellmann–Feynman theorem for this one orbital:

$$
\varepsilon_u=-2y^2\,s'(u)>0,\qquad \varepsilon_v=+4xy\,t'(v)<0,
$$

because $s'$ and $t'$ are negative. Inverting the two-by-two matrix, with $D=E_{uu}E_{vv}-E_{uv}^2$, we obtain

$$
\frac{du}{dn}=-\frac{E_{vv}\,\varepsilon_u+E_{uv}|\varepsilon_v|}{D},\qquad
\frac{dv}{dn}=+\frac{E_{uu}|\varepsilon_v|+E_{uv}\,\varepsilon_u}{D}.
$$

We assume that the symmetric structure is a stable minimum all along the path. Then $E_{uu}$, $E_{vv}$ and $D$ are positive, and the first term of each numerator has the sign we expect. The second terms describe how one bond drags the other, and they have that sign too if $E_{uv}\ge0$.

The $\sigma$ energies are separate for each bond, so $E_{uv}$ comes from the $\pi$ electrons alone:

$$
E_{uv}=s't'\,\frac{\partial^2E_\pi}{\partial s\,\partial t}
=-2s't'\,\frac{\partial p_{CC}}{\partial t}.
$$

The product $s't'$ is positive. Since $\partial(X/\sqrt{X^2+t^2})/\partial t=-Xt/(X^2+t^2)^{3/2}$, the collected form of $p_{CC}$ gives

the derivative that decides the sign of $E_{uv}$, which the next part evaluates. So far we have shown that, at fixed geometry, added electrons raise the CC bond order and lower the CN bond orders; it remains to find when the relaxed bond lengths must follow, and by how much.

Numerical values quoted here were computed with a short program.
